# Two-centre expansion of the free Green function and its structure constants, part 1

(Sections cited here and not found follow in the second part.)

## First half: one centre, plane waves and displaced regular waves

An electron moves freely between two atoms. A wave that leaves one of them must be described near the other in terms of functions centred there. The free Green function carries this information, and the problem is to write it with one set of spherical waves about each of two centres. Every prefactor, sign and power of $i$ is to be fixed.

Hartree atomic units are used. The Hamiltonian is $H_0=-\tfrac12\nabla^2$ and the energy is $E=\kappa^2/2$ with $\kappa\neq0$. Either $\kappa>0$, or $\kappa=i|\kappa|$ when $E<0$. The index $L$ stands for $(l,m)$. The spherical harmonics $Y_L$ are real and orthonormal, and $Y_L(\mathbf r)$ depends only on the direction of $\mathbf r$. They obey

$$Y_L(-\mathbf r)=(-1)^lY_L(\mathbf r),\qquad \sum_m Y_L(\mathbf a)Y_L(\mathbf b)=\frac{2l+1}{4\pi}P_l(\hat{\mathbf a}\cdot\hat{\mathbf b}).$$

The spherical Bessel and Neumann functions are $j_l$ and $n_l$, with $j_0=\sin z/z$ and $n_0=-\cos z/z$. The Hankel function is $h_l=j_l+in_l$, so that $h_0(z)=-ie^{iz}/z$. For small $z$,

$$j_l(z)\simeq\frac{z^l}{(2l+1)!!},\qquad n_l(z)\simeq-\frac{(2l-1)!!}{z^{l+1}},\qquad(-1)!!=1 .$$

### (a) The Green function and its prefactor

**Question.** Find the solution of $(E-H_0)G_0(\mathbf x,\mathbf x')=\delta(\mathbf x-\mathbf x')$ that is outgoing for $\kappa>0$ and decays for $\kappa=i|\kappa|$.

**Solution.** Space is homogeneous and isotropic, so $G_0$ depends only on $D=|\mathbf x-\mathbf x'|$. Write $G_0=u(D)/D$. For $D>0$ the Laplacian gives $\nabla^2(u/D)=u''/D$, and the equation becomes

$$\tfrac12\left(u''+\kappa^2u\right)=0,\qquad u=Ae^{i\kappa D}+Be^{-i\kappa D}.$$

With the time factor $e^{-iEt}$, the second term is an incoming wave for $\kappa>0$. For $\kappa=i|\kappa|$ it grows as $e^{|\kappa|D}$. In both cases $B=0$.

The source fixes $A$. Integrate the equation over a ball of small radius $\varepsilon$ about $\mathbf x'$ and turn the Laplacian into a surface integral:

$$E\int G_0\,d^3x+\tfrac12\,4\pi\varepsilon^2\,\frac{d}{dD}\left(\frac{Ae^{i\kappa D}}{D}\right)_{D=\varepsilon}=1 .$$

The volume integral is of order $\varepsilon^2$ and vanishes as $\varepsilon\to0$. The surface term is

$$2\pi\varepsilon^2A\,e^{i\kappa\varepsilon}\left(\frac{i\kappa}{\varepsilon}-\frac1{\varepsilon^2}\right)\longrightarrow-2\pi A .$$

Hence $A=-1/(2\pi)$ and

$$G_0=-\frac{1}{2\pi}\,\frac{e^{i\kappa|\mathbf x-\mathbf x'|}}{|\mathbf x-\mathbf x'|}. \tag{1}$$

Its unit is $1/(\text{Ha bohr}^3)$. If the defining equation is instead $(\nabla^2+\kappa^2)\tilde G=\delta$, then $\tilde G=G_0/2$, because $E-H_0=\tfrac12(\nabla^2+\kappa^2)$. Everything linear in $G_0$ below is then halved.

### (b) Expansion about one centre

**Question.** Let $\mathbf d$ and $\mathbf R$ be two positions with $d<R$. Expand $G_0(\mathbf d,\mathbf R)$ in spherical waves about the origin, and say how well the series converges.

**Solution.** Project the Green function on a harmonic of $\mathbf d$:

$$a_L(d)=\int Y_L(\mathbf d)\,G_0(\mathbf d,\mathbf R)\,d\Omega_{\mathbf d}.$$

In spherical coordinates the projection of the source is $\int Y_L(\mathbf d)\,\delta(\mathbf d-\mathbf R)\,d\Omega_{\mathbf d}=\delta(d-R)\,Y_L(\mathbf R)/R^2$. This can be confirmed by multiplying with $d^2f(d)$ and integrating over $d$, which gives $f(R)Y_L(\mathbf R)$ on both sides. The projected equation is therefore

$$\frac12\left[\frac1{d^2}\frac{d}{dd}\,d^2\frac{d}{dd}-\frac{l(l+1)}{d^2}+\kappa^2\right]a_L(d)=\frac{\delta(d-R)}{R^2}\,Y_L(\mathbf R).$$

For $d<R$ the solution must be finite at the origin, which selects $j_l(\kappa d)$. For $d>R$ it must be outgoing or decaying, which selects $h_l(\kappa d)$, since $h_l(z)$ behaves as $e^{iz}/z$ at large $z$. At $d=R$ the function is continuous, because a jump would produce a derivative of the delta function. Continuity is satisfied by

$$a_L=c\,h_l(\kappa R)\,j_l(\kappa d)\quad(d<R),\qquad a_L=c\,j_l(\kappa R)\,h_l(\kappa d)\quad(d>R).$$

Integrating the radial equation across $d=R$ gives half the jump of the slope on the left:

$$\frac{c\,\kappa}{2}\left[j_lh_l'-j_l'h_l\right]_{z=\kappa R}=\frac{Y_L(\mathbf R)}{R^2}. \tag{2}$$

The bracket is a Wronskian. Both functions satisfy $(z^2f')'+(z^2-l(l+1))f=0$. Multiplying each equation by the other function and subtracting shows that $z^2(j_lh_l'-j_l'h_l)$ is constant. Since $h_l=j_l+in_l$, the constant equals $iz^2(j_ln_l'-j_l'n_l)$, and the small-$z$ forms give

$$j_ln_l'-j_l'n_l=\frac{1}{z^2}\left[\frac{l+1}{2l+1}+\frac{l}{2l+1}\right]=\frac1{z^2}.$$

The Wronskian is thus $i/z^2$. It is not zero, so the two matching conditions have one solution. Equation (2) becomes

$$\frac{c\,\kappa}{2}\,\frac{i}{\kappa^2R^2}=\frac{Y_L(\mathbf R)}{R^2}\quad\Rightarrow\quad c=\frac{2\kappa}{i}\,Y_L(\mathbf R)=-2i\kappa\,Y_L(\mathbf R).$$

Summing the projections gives, for $d<R$,

$$G_0(\mathbf d,\mathbf R)=-2i\kappa\sum_Lj_l(\kappa d)Y_L(\mathbf d)\,h_l(\kappa R)Y_L(\mathbf R). \tag{3}$$

As a check, put $d=0$. Only $l=0$ survives, and the sum is $-2i\kappa\,h_0(\kappa R)/(4\pi)=-e^{i\kappa R}/(2\pi R)$, in agreement with (1).

For the convergence, sum over $m$ first. This leaves $(2l+1)P_l/(4\pi)$ with $|P_l|\le1$. At fixed argument and large $l$, both radial functions approach their small-$z$ forms, because the corrections are of relative order $z^2/l$. Hence

$$|j_l(\kappa d)\,h_l(\kappa R)|\simeq\frac{1}{(2l+1)|\kappa|R}\left(\frac dR\right)^l .$$

The series converges geometrically. If $d\le d_{\max}<R$, it converges uniformly over all such $\mathbf d$, with ratio $d_{\max}/R$. This uniformity is needed when $\mathbf d$ itself varies over a range of lengths.

### (c) The powers of $i$ in a plane wave

**Question.** Let $\hat{\mathbf k}$ be a real unit vector. Expand $e^{i\kappa\hat{\mathbf k}\cdot\mathbf r}$ in spherical waves, and express a single regular wave $j_l(\kappa r)Y_L(\mathbf r)$ as an integral over plane waves.

**Solution.** The exponential solves the free wave equation at energy $E$, is finite at the origin, and depends on direction only through $t=\hat{\mathbf k}\cdot\hat{\mathbf r}$. Therefore

$$e^{i\kappa rt}=\sum_lc_l\,j_l(\kappa r)P_l(t).$$

With $\int_{-1}^1P_l^2\,dt=2/(2l+1)$, projection on $P_l$ gives

$$\frac{2c_l}{2l+1}\,j_l(\kappa r)=\int_{-1}^{1}P_l(t)\,e^{i\kappa rt}\,dt .$$

The constant $c_l$ follows from the lowest power of $r$. In the expansion of the exponential, powers $t^n$ with $n<l$ are orthogonal to $P_l$. The first contribution comes from $n=l$. Rodrigues' formula $P_l=\frac{1}{2^ll!}\frac{d^l}{dt^l}(t^2-1)^l$ and $l$ integrations by parts give

$$\int_{-1}^1t^lP_l\,dt=\frac1{2^l}\int_{-1}^1(1-t^2)^l\,dt=\frac{1}{2^l}\,\frac{2\,(2^l\,l!)}{(2l+1)!!}=\frac{2\,l!}{(2l+1)!!}.$$

Equating the coefficients of $r^l$,

$$\frac{2c_l}{2l+1}\,\frac{\kappa^l}{(2l+1)!!}=\frac{(i\kappa)^l}{l!}\,\frac{2\,l!}{(2l+1)!!}\quad\Rightarrow\quad c_l=(2l+1)\,i^l .$$

Replacing $(2l+1)P_l$ by $4\pi\sum_mY_L(\hat{\mathbf k})Y_L(\mathbf r)$ yields

$$e^{i\kappa\hat{\mathbf k}\cdot\mathbf r}=4\pi\sum_Li^l\,j_l(\kappa r)Y_L(\mathbf r)Y_L(\hat{\mathbf k}). \tag{4}$$

Multiply by $Y_L(\hat{\mathbf k})$ and integrate over the directions of $\hat{\mathbf k}$. Orthonormality leaves one term, so

$$j_l(\kappa r)Y_L(\mathbf r)=\frac{i^{-l}}{4\pi}\int e^{i\kappa\hat{\mathbf k}\cdot\mathbf r}\,Y_L(\hat{\mathbf k})\,d\Omega_{\mathbf k}. \tag{5}$$

No step required $\kappa$ to be real. For $\kappa=i|\kappa|$ the exponential is real and grows in one direction, but both sides remain finite at finite $r$. The factor $i^l$ is the source of the explicit phase $i^{\,l-l'-l''}$ in (6) and (7).

### (d) Regular waves about a displaced centre

**Question.** Express $j_{l''}(\kappa d)Y_{L''}(\mathbf d)$ with $\mathbf d=\mathbf r-\mathbf r'$ through regular waves in $\mathbf r$ and in $\mathbf r'$.

**Solution.** In the integral (5) for $\mathbf d$ the exponential factorises:

$$e^{i\kappa\hat{\mathbf k}\cdot\mathbf d}=e^{i\kappa\hat{\mathbf k}\cdot\mathbf r}\,e^{i\kappa\hat{\mathbf k}\cdot(-\mathbf r')} .$$

This is why plane waves are useful here: a displacement multiplies them by a number. Expand both factors with (4). In the second, $Y_{L'}(-\mathbf r')=(-1)^{l'}Y_{L'}(\mathbf r')$, and $i^{l'}(-1)^{l'}=i^{l'}i^{-2l'}=i^{-l'}$. The product is

$$(4\pi)^2\sum_{LL'}i^{\,l-l'}j_l(\kappa r)Y_L(\mathbf r)\,j_{l'}(\kappa r')Y_{L'}(\mathbf r')\,Y_L(\hat{\mathbf k})Y_{L'}(\hat{\mathbf k}).$$

Both series converge uniformly in $\hat{\mathbf k}$, because $j_l$ falls as $1/(2l+1)!!$, so the integral may be taken term by term. It produces the Gaunt coefficient of real harmonics,

$$C_{LL'L''}=\int Y_L(\hat{\mathbf k})Y_{L'}(\hat{\mathbf k})Y_{L''}(\hat{\mathbf k})\,d\Omega_{\mathbf k},$$

which is real and symmetric in its three indices. The prefactor $i^{-l''}/(4\pi)$ of (5) cancels one factor $4\pi$:

$$j_{l''}(\kappa d)Y_{L''}(\mathbf d)=4\pi\sum_{LL'}i^{\,l-l'-l''}C_{LL'L''}\,j_l(\kappa r)Y_L(\mathbf r)\,j_{l'}(\kappa r')Y_{L'}(\mathbf r'). \tag{6}$$

This holds for all $\mathbf r$ and $\mathbf r'$, since regular waves have no singularity to limit it.

The signs can be checked on the $z$ component with $l''=1$ and small arguments. The left side is $\tfrac{\kappa}{3}\sqrt{3/4\pi}\,(z-z')$. On the right, the terms linear in the coordinates have $(l,l')=(1,0)$ and $(0,1)$. Their phases are $i^{1-0-1}=1$ and $i^{0-1-1}=-1$. In both, $C=1/\sqrt{4\pi}$ and the s harmonic is $1/\sqrt{4\pi}$, which together cancel the factor $4\pi$. The right side is then also $\tfrac{\kappa}{3}\sqrt{3/4\pi}\,(z-z')$. The power of $i$ supplies the minus sign of $\mathbf r-\mathbf r'$.

## Second half: the structure constants

The symbols are those of the first half: $E=\kappa^2/2$, real harmonics $Y_L$ with $L=(l,m)$, $h_l=j_l+in_l$, and the Gaunt coefficient $C_{LL'L''}$, the integral of three harmonics over the sphere. Three results are needed. The Green function (1) is $G_0=-e^{i\kappa D}/(2\pi D)$ at distance $D$. Its one-centre series (3) is $-2i\kappa\sum_{L''}j_{l''}(\kappa d)Y_{L''}(\mathbf d)h_{l''}(\kappa R)Y_{L''}(\mathbf R)$, uniformly convergent for $d\le d_{\max}<R$. The addition theorem (6) expresses a regular wave of $\mathbf d=\mathbf r-\mathbf r'$ through products of regular waves of $\mathbf r$ and $\mathbf r'$, with coefficients $4\pi\,i^{\,l-l'-l''}C_{LL'L''}$.

### (e) The two-centre expansion

**Question.** Two centres lie at $\mathbf R_i$ and $\mathbf R_j$. Let $\mathbf x=\mathbf R_i+\mathbf r$, $\mathbf x'=\mathbf R_j+\mathbf r'$ and $\mathbf R=\mathbf R_j-\mathbf R_i$, which points from the centre of $\mathbf r$ to the centre of $\mathbf r'$. For $r+r'<R$, expand $G_0(\mathbf x,\mathbf x')$ in regular waves about both centres and find the coefficients.

**Solution.** The separation is $\mathbf x-\mathbf x'=\mathbf r-\mathbf r'-\mathbf R=\mathbf d-\mathbf R$. Fix the two radii and project on both sets of directions:

$$M_{LL'}(r,r')=\iint Y_L(\mathbf r)Y_{L'}(\mathbf r')\,G_0\,d\Omega\,d\Omega' .$$

For every pair of directions $d\le r+r'<R$. The one-centre series therefore converges uniformly over the whole integration range and may be integrated term by term. In each term, (6) and orthonormality give

$$\iint Y_L(\mathbf r)Y_{L'}(\mathbf r')\,j_{l''}(\kappa d)Y_{L''}(\mathbf d)\,d\Omega\,d\Omega'=4\pi\,i^{\,l-l'-l''}C_{LL'L''}\,j_l(\kappa r)j_{l'}(\kappa r').$$

Multiplying by $-2i\kappa\,h_{l''}(\kappa R)Y_{L''}(\mathbf R)$ and summing over $L''$, one finds $M_{LL'}=j_l(\kappa r)\,g_{LL'}(\mathbf R)\,j_{l'}(\kappa r')$ with

$$g_{LL'}(\mathbf R)=-8\pi i\kappa\sum_{L''}i^{\,l-l'-l''}C_{LL'L''}\,h_{l''}(\kappa R)Y_{L''}(\mathbf R). \tag{7}$$

These are the structure constants. They do not depend on $r$ or $r'$.

It remains to show that the double series with these coefficients converges to $G_0$. For $r+r'<R$ the distance $D$ never vanishes, so $G_0$ is a smooth function of the two directions. The angular part of the Laplacian has eigenvalue $-l(l+1)$ on $Y_L$. Moving it from $Y_L$ to $G_0$ by integration by parts gains a factor $1/[l(l+1)]$ each time, and likewise for $l'$. Thus $M_{LL'}$ falls faster than any power of $l$ and $l'$. The harmonics grow no faster than $\sqrt{(2l+1)/4\pi}$, so the series converges absolutely and uniformly. Its sum is continuous and has the same projections as $G_0$, and by completeness it equals $G_0$:

$$G_0(\mathbf x,\mathbf x')=\sum_{LL'}j_l(\kappa r)Y_L(\mathbf r)\,g_{LL'}(\mathbf R)\,j_{l'}(\kappa r')Y_{L'}(\mathbf r'),\qquad r+r'<R. \tag{8}$$

Points inside two muffin-tin spheres that do not overlap satisfy this condition. The geometry of the atoms then enters only through $g_{LL'}$.

The free Green function is now expanded in regular waves about both centres for $r+r'<R$, with the structure constants given by (7). It remains to find their selection rules and symmetry, evaluate the s and p elements, test the expansion numerically, and examine where it fails.
